# Two derivations of the thick-restart Lanczos relation, tested on Li$_2$, part 2

When memory is full, Lanczos must discard part of its basis yet keep its short recurrence. Let $A$ be real symmetric, with eigenpairs $\lambda_a,x_a$. Plain Lanczos from the unit vector $q_1$ builds orthonormal $Q=[q_1,\dots,q_m]$ in the Krylov spaces $K_j(A,q_1)$, with coefficients $\alpha_j,\beta_j$. With $q=q_{m+1}$, $\beta=\beta_m$ and unit vectors $e_j$,

$$AQ=QT+\beta\,q\,e_m^T. \tag{1}$$

Ritz pairs are $Ty_i=\theta_iy_i$, $u_i=Qy_i$; $y_{1i},y_{mi}$ are the first and last components of $y_i$, and $s_i=\beta_my_{mi}$. Pairs $i\le k<m$ are kept in $U$, $\Theta=\mathrm{diag}(\theta_i)$ and $s$. The new basis $\hat Q$ starts with $\hat q_i=u_i$, $\hat q_{k+1}=q$.

The first derivation, from symmetry, orthonormality and (1), gave the projection on these $k+1$ vectors,

$$\begin{pmatrix}\Theta&s\\ s^T&\hat\alpha_{k+1}\end{pmatrix}, \tag{3}$$

the long step,

$$\hat\beta_{k+1}\hat q_{k+2}=Aq-\hat\alpha_{k+1}q-\sum_{i=1}^ks_iu_i, \tag{5}$$

its comparison with unrestarted Lanczos,

$$\hat\beta_{k+1}\hat q_{k+2}=\beta_{m+1}q_{m+2}+\sum_{j=k+1}^ms_ju_j, \tag{6}$$

$$\hat\beta_{k+1}^2=\beta_{m+1}^2+\sum_{j=k+1}^ms_j^2, \tag{7}$$

and, for $j\ge k+2$,

$$u_i^TA\hat q_j=(Au_i)^T\hat q_j=\theta_i\,u_i^T\hat q_j+s_i\,q^T\hat q_j=0, \tag{8}$$

$$\hat\beta_j\hat q_{j+1}=A\hat q_j-\hat\alpha_j\hat q_j-\hat\beta_{j-1}\hat q_{j-1},\qquad j\ge k+2. \tag{9}$$

Together:

$$A\hat Q=\hat Q\hat T+\hat\beta_m\,\hat q_{m+1}e_m^T,\qquad
\hat T=\begin{pmatrix}
\Theta&s&&&\\
s^T&\hat\alpha_{k+1}&\hat\beta_{k+1}&&\\
&\hat\beta_{k+1}&\hat\alpha_{k+2}&\ddots&\\
&&\ddots&\ddots&\hat\beta_{m-1}\\
&&&\hat\beta_{m-1}&\hat\alpha_m
\end{pmatrix}. \tag{10}$$

Eigenvalues $\mu$ of (3) differing from every kept $\theta_i$ satisfy

$$f(\mu)=\hat\alpha_{k+1}-\mu-\sum_{i=1}^k\frac{s_i^2}{\theta_i-\mu}=0. \tag{11}$$

The second derivation assumes tridiagonal $T$ and $\beta_1,\dots,\beta_m>0$. With $B=\beta_1\cdots\beta_m$, $\chi(x)=\prod_{j=1}^m(x-\theta_j)$ and $\ell_i(x)=\prod_{j\ne i}(x-\theta_j)$, it has so far given distinct $\theta_i$, nonzero $s_i$, and

$$g(A)q_1=Q\,g(T)e_1\ \ (\deg g\le m-1),\qquad g(A)q_1=Q\,g(T)e_1+Bq\ \ (g\text{ monic},\ \deg g=m), \tag{14}$$

$$\chi(A)\,q_1=B\,q, \tag{15}$$

$$y_{1i}\,y_{mi}\,\ell_i(\theta_i)=\beta_1\cdots\beta_{m-1}, \tag{17}$$

$$\ell_i(A)\,q_1=\ell_i(\theta_i)\,y_{1i}\,u_i, \tag{18}$$

$$(A-\theta_i)u_i=\frac{B}{\ell_i(\theta_i)\,y_{1i}}\,q=\beta_m\,y_{mi}\,q. \tag{19}$$

The example is the singlet $A_g$ block for Li$_2$ ($R=5.05$ bohr, cc-pVTZ, frozen cores, full valence CI), with $n=280$, $m=20$, $k=6$. Energies are in hartree, relative to $E_{\rm RHF}=-14.871335$. After 20 products, $\theta=-0.031794$, $0.077854$, $0.160000$, $0.337396$, $0.508418$, $0.697126$ and $s=(0.0048755,\,-0.066637,\,-0.097694,\,0.13000,\,-0.20209,\,0.19814)$.

### The kept vectors form a Krylov space

Split the roots into kept and discarded:

$$\psi(x)=\prod_{j=k+1}^m(x-\theta_j),\qquad \pi(x)=\prod_{j=1}^k(x-\theta_j),\qquad \pi_i(x)=\prod_{j\le k,\;j\ne i}(x-\theta_j).$$

Then $\chi=\pi\psi$, and $\ell_i=\pi_i\psi$ for a kept $i$, since all discarded factors are present in $\ell_i$. Define the filtered vector $v=\psi(A)q_1$. Polynomials in $A$ commute, so (18) and (15) become

$$\pi_i(A)\,v=\ell_i(\theta_i)\,y_{1i}\,u_i=\frac{B}{s_i}\,u_i,\qquad \pi(A)\,v=B\,q, \tag{20}$$

with (19) used for the coefficient. The polynomials $\pi_i$ have degree $k-1$, so every $u_i$ lies in $K_k(A,v)$. That space has dimension at most $k$ and contains $k$ orthonormal vectors, hence $K_k(A,v)=\mathrm{span}\,U$. Likewise $\pi$ has degree $k$, so $q\in K_{k+1}(A,v)$, and as $q$ is orthogonal to $U$,

$$K_k(A,v)=\mathrm{span}\{u_1,\dots,u_k\},\qquad K_{k+1}(A,v)=\mathrm{span}\{u_1,\dots,u_k,q\}. \tag{21}$$

The expansion of $v$ follows from Lagrange interpolation of the constant polynomial. The sum $\sum_{i\le k}\pi_i(x)/\pi_i(\theta_i)$ has degree at most $k-1$ and equals one at the $k$ distinct points $\theta_j$, so it is identically one. Applying it to $v$ with (20),

$$v=B\sum_{i=1}^kc_iu_i,\qquad c_i=\frac{1}{s_i\,\pi_i(\theta_i)}. \tag{22}$$

The meaning of the restart is read from $x_a^Tv=\psi(\lambda_a)\,x_a^Tq_1$. The component of each exact state is multiplied by a polynomial whose zeros are the discarded Ritz values. When these are the upper $m-k$ values, states close to them are damped relative to states lying well below all of them, where every factor $|\lambda_a-\theta_j|$ is bounded away from zero. The same filter results from an implicit restart whose shifts are the discarded Ritz values. Two limitations are visible as well. A state with $x_a^Tq_1=0$, for example one of another symmetry, never enters in exact arithmetic, and a degenerate level contributes only the projection of $q_1$ on its eigenspace. A wanted state whose eigenvalue happens to lie close to a discarded Ritz value is damped by the restart.

### Rotating plain Lanczos into the arrowhead

Run plain Lanczos from $p_1=v/\|v\|$, with vectors $p_j$, diagonal coefficients $a_j$, off-diagonal $b_j$ and tridiagonal matrix $J$:

$$AP=PJ+b_mp_{m+1}e_m^T,\qquad P=[p_1,\dots,p_m]. \tag{23}$$

By (21) the spaces $K_j(A,v)$ have full dimension up to $j=k+1$, so $b_1,\dots,b_k>0$; assume the later $b_j$ are positive too. The first $k$ vectors $P_k$ are an orthonormal basis of $\mathrm{span}\,U$, so $P_k=UG$ with $G=U^TP_k$ orthogonal and $k\times k$. The vector $p_{k+1}$ is a unit vector of $K_{k+1}(A,v)$ orthogonal to $U$, so $p_{k+1}=\pm q$. The sign follows from the second part of (14) applied to the run from $p_1$ stopped at $k$ steps, with the monic polynomial $\pi$: $\pi(A)p_1$ equals a vector in the span of $P_k$ plus $b_1\cdots b_k\,p_{k+1}$. By (20) it also equals $Bq/\|v\|$. Multiplying both by $p_{k+1}^T$ gives $(B/\|v\|)\,p_{k+1}^Tq=b_1\cdots b_k>0$, so $p_{k+1}=+q$.

Now change basis in the first $k$ vectors only. Let $D=\mathrm{diag}(G,I_{m-k})$, orthogonal, and $\hat Q=PD^T=[P_kG^T,p_{k+1},\dots,p_m]=[U,q,p_{k+2},\dots,p_m]$. Multiply (23) from the right by $D^T$, insert $D^TD=I$, and note $e_m^TD^T=e_m^T$ because $m>k$:

$$A\hat Q=\hat Q\,(DJD^T)+b_mp_{m+1}e_m^T. \tag{24}$$

Partition $J$ after row $k$. The leading block is $J_k=P_k^TAP_k$, the trailing block $J'$ is tridiagonal, and the off-diagonal block has the single entry $b_k$ in its last row and first column, $b_ke_ke_1^T$. Then

$$DJD^T=\begin{pmatrix}GJ_kG^T& b_k\,(Ge_k)\,e_1^T\\ b_k\,e_1(Ge_k)^T&J'\end{pmatrix}. \tag{25}$$

The leading block is $GP_k^TAP_kG^T=U^TAU$, with elements $y_i^TTy_j=\theta_i\delta_{ij}$, so it is $\Theta$. The coupling block is nonzero only in its first column, which belongs to $q$; this is the statement (8), here inherited from the single off-diagonal entry of a tridiagonal matrix. The column is $b_kGe_k=U^TAq$, whose entries are $(Au_i)^Tq=s_i$ by (19). Since $Ge_k$ is a unit vector,

$$b_k\,Ge_k=s,\qquad b_k=\|s\|,\qquad p_k=UGe_k=\frac{Us}{\|s\|}. \tag{26}$$

The trailing block is untouched, so $\hat\alpha_j=a_j$, $\hat\beta_j=b_j$ and $\hat q_j=p_j$ for $j\ge k+1$. Equation (24) is the thick-restart relation (10). The long step appears as an ordinary one: the plain recurrence $b_{k+1}p_{k+2}=Aq-a_{k+1}q-b_kp_k$ turns into (5) on substituting $b_kp_k=Us=\sum_is_iu_i$. The three-term recurrence resumes because, in the basis $P$, it was never interrupted.

Two limits check the picture. For $k=1$, $\pi_1=1$ and $v=Bu_1/s_1$; the arrowhead is a $2\times2$ tridiagonal block, and the method is Lanczos restarted from one Ritz vector, whose first product is known without being computed. For $k=0$ the filter is $\chi$ and $v=Bq$, which places zeros at the wanted Ritz values too and discards the progress made.

Later cycles need one remark, because $\hat T$ is not tridiagonal. If $Jw=\hat\theta w$, then $\hat T(Dw)=\hat\theta\,Dw$, the Ritz vector $\hat QDw=PD^TDw=Pw$ is the same, and so is the last component, $e_m^TDw=e_m^Tw$. The second restart of (24) is therefore identical to a restart of the plain relation (23), to which the whole argument applies if $b_1,\dots,b_m>0$. After several cycles the effective start vector is $q_1$ acted on by the product of all the filters.

### The filter for Li$_2$

From the printed $\theta$ and $s$, $|\pi_1(\theta_1)|=0.109648\times0.191794\times0.369190\times0.540212\times0.728920=3.0572\times10^{-3}$, so $|c_1|=1/(4.8755\times10^{-3}\times3.0572\times10^{-3})=6.709\times10^4$ hartree$^{-6}$. Similarly $|\pi_2(\theta_2)|=0.109648\times0.082146\times0.259542\times0.430564\times0.619272=6.2332\times10^{-4}$ and $|c_2|=1/(0.066637\times6.2332\times10^{-4})=2.408\times10^4$ hartree$^{-6}$. The ratio is $0.3589$, and the normalized coefficients $0.90288$, $0.32401$, $0.26338$, $0.098998$, $0.025462$, $0.0041268$ give $0.32401/0.90288=0.3589$. The filtered vector has $0.90288^2=82\%$ of its weight on the lowest Ritz vector.

The numerical check runs this derivation in 100-digit arithmetic in the eigenbasis of $A$, with no reorthogonalization. It tests (17) for all twenty pairs, compares the explicit product $\psi(A)q_1$ with (22) up to sign (difference $2\times10^{-100}$ between unit vectors), runs plain Lanczos from it, and finds the span of $U$ reproduced to $5\times10^{-93}$, the vectors $\hat q_j$, $j\ge7$, reproduced up to sign to $5\times10^{-83}$, and $b_6=0.333179=\|s\|$. The basis generated by (5) and (9) alone is orthonormal to $8\times10^{-98}$.

### What each derivation assumes

Both need a symmetric $A$, an orthonormal basis and nonvanishing $\hat\beta_j$ after the restart. The first needs relation (1) and no history. It never asks how $Q$ was generated or what structure $T$ has; even $\beta e_m^T$ could be replaced by any row vector $b^T$, with $s_i=b^Ty_i$. It permits repeated $\theta_i$ and zero $s_i$. A kept vector with $s_i=0$ is an exact eigenvector, decoupled in (3), and (8) still holds for it. Since it reproduces its own hypothesis, repetition is immediate. It proves the three-term property directly and yields the local results (6), (7) and (11), but it does not say what space the method is searching.

The second needs the basis to be a Krylov basis of one vector with all $\beta_j>0$. From this it deduces distinct Ritz values and nonzero $s_i$, and it uses them: (20) and (22) divide by $s_i$ and by differences of kept Ritz values. It borrows the three-term property from plain Lanczos, and for later cycles it must return to the hidden tridiagonal form. In exchange it identifies the space, the filter $\psi$, the value $b_k=\|s\|$ and the states that can never be reached. If some $s_i=0$, then $u_i$ is an eigenvector and (17) shows that some $\beta_j$ vanishes; formulas (20) and (22) lose their meaning, while the first derivation goes through unchanged.

The difference is practical near convergence, where $s_1\to0$. Then $c_1$ dominates (22), and the information about the other kept states is carried by components of $v$ that become small relative to the first. In the first restart of the example, where $c_1$ does not yet dominate (the normalized coefficients run from $0.90$ down to $0.004$), the span of $U$ is rebuilt from $v$ to $5\times10^{-93}$ at a working precision of about $10^{-100}$, a loss of some 7 digits. The larger difference $5\times10^{-83}$ refers to $\hat q_7,\dots,\hat q_{21}$, most of which come from the same recurrence (9) in both runs; the check does not separate the reconstruction error from the growth of rounding errors in those later steps, and no such run was made near convergence. Keeping $U$ itself avoids the reconstruction. The second derivation identifies the space being searched; its filter can also be applied implicitly, by shifted QR steps on $T$, without forming $v$. The first works directly with the stored Ritz vectors, and its relations are the ones perturbed below.

### Rounding errors

In floating point (1) holds with an error term, $AQ=QT+\beta qe_m^T+F$, where the columns of $F$ are of order $\varepsilon\|A\|$ and $\varepsilon$ is the unit roundoff. Multiplying by $y_i$ gives $Au_i=\theta_iu_i+s_iq+f_i$ with $f_i=Fy_i$, apart from the rounding in forming $u_i$. Since the $y_i$ are orthonormal, $\|F[y_1,\dots,y_k]\|_2\le\|F\|_2$, so a restart passes this error on without amplifying it. Orthogonality behaves differently. The computed recurrence is (9) with a rounding vector $g_j$ added on the right. Multiply by $u_i^T$, set $\omega_j=u_i^T\hat q_j$, and evaluate $u_i^TA\hat q_j$ as in (8) without assuming that the overlaps vanish:

$$\hat\beta_j\,\omega_{j+1}=(\theta_i-\hat\alpha_j)\,\omega_j-\hat\beta_{j-1}\,\omega_{j-1}+s_i\,q^T\hat q_j+f_i^T\hat q_j+u_i^Tg_j. \tag{27}$$

For a converged vector $s_i$ is negligible, the last two terms are seeds of order $\varepsilon\|A\|$, and the overlap obeys the Lanczos recurrence itself with $A$ replaced by the number $\theta_i$. In a model with constant coefficients $\alpha,\beta$, the trial $\omega_j\propto r^j$ gives $\beta r^2+(\alpha-\theta_i)r+\beta=0$, so

$$r=-\eta\pm\sqrt{\eta^2-1},\qquad \eta=\frac{\alpha-\theta_i}{2\beta}.$$

The roots multiply to one. For $|\eta|\le1$ both have modulus one and there is no geometric growth. For $\theta_i<\alpha-2\beta$, below the band that such coefficients describe, $\eta>1$ and one root has modulus $\eta+\sqrt{\eta^2-1}>1$, with alternating sign. Since (27) is linear in the overlaps, the recurrence amplifies a rounding-level component along $u_1$ just as it would a deliberate one, as long as the component is too small to change the coefficients.

In the example the bare recurrence was continued from the converged restart. The overlap with $u_1$ stays at or below $2.1\times10^{-14}$ during the first 14 steps, the length of one cycle, exceeds $10^{-8}$ after 36 steps and $10^{-2}$ after 60, a mean factor of $1.78$ per step between those two points. These figures depend on the rounding errors that seed the growth: a different order of the arithmetic or of the basis states shifts the step counts by one to three and the factor to $1.76$–$1.77$. Propagating (27) from step 36 with the computed coefficients and without the two seed terms predicts $-1.775477\times10^{-2}$ at step 60, against the measured $-1.775476\times10^{-2}$; the test demands agreement to $10^{-3}$ relative to the measured value. As a rough comparison only, the means of the three printed second-cycle coefficients, $\alpha=2.1204$ and $\beta=0.9218$, give $\eta=(2.1204+0.0318)/(2\times0.9218)=1.167$ and $|r|=1.77$; these coefficients belong to a different cycle, so the closeness to $1.78$ is not a test. After 500 bare steps, more than the dimension 280, the projected matrix has 8 eigenvalues within $10^{-6}$ of $\lambda_1$, where the dense spectrum has one.

The remedy is to orthogonalize each new vector against all stored ones, the kept Ritz vectors included, while still filling $\hat T$ from (3), (5) and (9). If the overlaps are reset to order $\varepsilon$ at every step, the right side of (27) is of order $\varepsilon\|A\|$, so the removed components are of that size and can be counted in $F$. With two orthogonalization passes per step, 60 steps leave $|\omega|\le3.2\times10^{-17}$ and one copy of $\lambda_1$.

### Repeated restarts

With reorthogonalization and the criterion $|s_i|<10^{-9}$ for the three lowest states, the run converges in 11 cycles, that is $20+10\times14=160$ products with 21 basis vectors. Unrestarted Lanczos meets the same criterion in 97 products with 98 vectors, so the restart costs $160/97=1.65$ times the products for $21/98=0.21$ of the basis storage in this case. Over all cycles the matrix assembled from the formulas differs from the explicit $\hat Q^TA\hat Q$ by at most $3.8\times10^{-15}$ in any element, and the tests confirm in every cycle that the kept Ritz values do not rise and that the explicit residuals equal $s_iq$ within $10^{-11}$.

The residual $|s_1|$ falls through $3.93\times10^{-5}$, $1.33\times10^{-9}$ and $2.96\times10^{-14}$ at cycles 2, 4 and 6, and at cycle 8 it is printed as exactly zero. By (17) this cannot happen in exact arithmetic with positive $\beta_j$. A plausible cause, offered as a conjecture, is that the small dense eigensolver treats a coupling below rounding level as zero. The printed zero does not mean an exact eigenvector, since the true residual contains $f_1$. The iteration continues correctly through this point, which is the case covered by the first derivation and excluded by the second. The third state is slowest, with $|s_3|=6.59\times10^{-2}$, $6.50\times10^{-3}$, $9.59\times10^{-4}$, $5.75\times10^{-6}$ at cycles 2 to 8 and $9.7\times10^{-10}$ at the end, where $|s_4|=8.9\times10^{-10}$.

The final values are $-0.0318262664$, $0.0685449598$ and $0.1178136186$, which the test requires to match dense diagonalization within $10^{-11}$. The ground-state energy at this level of theory is $-14.871335-0.031826=-14.903161$ hartree. The two lowest excitations within the singlet $A_g$ block are $0.1004$ and $0.1496$ hartree, or $2.73$ and $4.07$ eV, vertical at $R=5.05$ bohr with frozen cores in the cc-pVTZ basis. The $D_{2h}$ block holds more than the $\Sigma_g^+$ states of the linear molecule: the first excited state is $^1\Sigma_g^+$, and the second is one component of a $^1\Delta_g$ level. These values are not converged in the basis. Adding diffuse functions (aug-cc-pVTZ) lowers the ground-state energy by $1.7\times10^{-4}$ hartree and the first excitation by $0.005$ eV, but it moves the $^1\Delta_g$ state to $3.73$ eV and brings a further $^1\Sigma_g^+$ state below it, at $3.47$ eV. The value $4.07$ eV therefore belongs to this matrix and is not the second excitation of the molecule.

## Computed results

```
R = 5.05 bohr, n = 280, m = 20, k = 6, tol = 1e-09 hartree
E_RHF = -14.87133458 hartree; CISD correlation = -0.03182627 hartree
dense lam_1..7 (hartree): -0.031826 0.068545 0.117814 0.119715 0.141463 0.156437 0.163405
dense lam_max = 6.628911 hartree
cycle 1: beta_m = 1.058670 hartree
theta_1..k (hartree): -0.031794 0.077854 0.160000 0.337396 0.508418 0.697126
(y_i)_m: 4.6054e-03 -6.2944e-02 -9.2280e-02 1.2279e-01 -1.9089e-01 1.8716e-01
s_1..k (hartree): 4.8755e-03 -6.6637e-02 -9.7694e-02 1.3000e-01 -2.0209e-01 1.9814e-01
residual block singular values 1, 2: 0.333179 4.9e-15 hartree
max |u_i^T A q_j|, j >= k+2, Ritz vectors: 1.4e-15 hartree
non-Ritz vectors: singular value 2 = 1.9755, same block = 0.9588 hartree
alpha_hat_k+1 = 1.846676, beta_hat_k+1 = 1.220511, beta_m+1 = 0.692730 hartree
sum s^2 kept = 1.110082e-01, discarded = 1.009773 hartree^2
alpha_hat_k+2..k+4 (hartree): 2.207839 1.944552 2.208904
beta_hat_k+2..k+4 (hartree): 0.840619 0.983022 0.941764
lowest secular root = -0.0318091716, theta_1 - root = 1.474e-05 hartree
cycle 2 Ritz values (hartree): -0.031826 0.068576 0.131400 0.152722 0.251671 0.334459
unrestarted, 34 steps (hartree): -0.031826 0.068562 0.127766 0.146963 0.240662 0.315320
100 digits: orthogonality, filter, vectors, span errors: 8e-98 2e-100 5e-83 5e-93
|c_i| normalized: 9.0288e-01 3.2401e-01 2.6338e-01 9.8998e-02 2.5462e-02 4.1268e-03
beta_k from filtered start = 0.333179, |s| = 0.333179 hartree
cycle 2: |s_1..3| (hartree): 3.93e-05 4.87e-03 6.59e-02
cycle 4: |s_1..3| (hartree): 1.33e-09 1.03e-05 6.50e-03
cycle 6: |s_1..3| (hartree): 2.96e-14 9.42e-09 9.59e-04
cycle 8: |s_1..3| (hartree): 0.00e+00 5.08e-12 5.75e-06
converged: 11 cycles, 160 products, 21 vectors stored
unrestarted: 97 products, 98 vectors stored
final theta_1..3 (hartree): -0.0318262664 0.0685449598 0.1178136186
final |s_1..k| (hartree): 0.0e+00 2.9e-17 9.7e-10 8.9e-10 2.9e-08 5.7e-05
max |Q^T A Q - T| over cycles = 3.8e-15 hartree
max |theta - lam|, 3 states = 1.8e-16 hartree
ground-state total energy = -14.90316084 hartree
excitation energies (hartree): 0.100371 0.149640 ; (eV): 2.7312 4.0719
no reorth: max |omega| in first 14 steps = 2.1e-14
|omega| > 1e-8 after 36 steps, > 1e-2 after 60 steps
omega measured -1.775476e-02, from recurrence -1.775477e-02
mean growth factor per step = 1.7836
copies of lam_1 after 500 steps, no reorth: 8
with reorth, 60 steps: max |omega| = 3.2e-17, copies: 1
```
